# Counting followed recoils in an equal-mass hard-sphere cascade

## The form of the answer, and a quick count

A moving atom strikes stationary atoms of its own mass. Hard spheres have a size but no energy scale, so the fraction of energy handed over in a collision has the same distribution at every energy. If atoms are followed only while their energy exceeds a cutoff \(E_c\), the mean number of recoils can depend on the initial energy \(E\) only through

\[
x=\frac{E}{E_c}.
\]

Energy conservation then makes the growth linear. The cascade ends with all its energy in atoms below \(E_c\), each carrying on average some fixed fraction of \(E_c\), so their number is proportional to \(x\).

The fraction follows from one property, derived below: the transferred energy is uniformly distributed between zero and the projectile's energy. A collision product that falls below \(E_c\) is therefore uniform on \((0,E_c)\), whatever the parent energy above \(E_c\), and its mean energy is \(E_c/2\). The mean number of final atoms is

\[
\frac{E}{E_c/2}=2x .
\]

Each collision turns one moving atom into two. Starting from one atom, \(K\) collisions leave \(K+1\) atoms, so the mean is \(K=2x-1\). Each collision also creates one recoil. The two products have the same energy distribution, so on average half of the \(2x\) products below cutoff are recoils that were never followed. The recoils created above cutoff number

\[
R=(2x-1)-x=x-1 .
\]

For large \(x\) this is approximately \(E/E_c\). The primary is not counted in \(R\); with it included, the mean number of followed atoms is \(x\).

The assumptions are elastic hard-sphere collisions, an unbounded medium, targets at rest, no meetings between moving atoms, and no other energy loss. For \(x\le1\) nothing is followed and \(R=0\).

## Why the transfer is uniform

Let the spheres touch when their centres are a distance \(d\) apart, and let \(b\) be the impact parameter. At contact the line of centres makes an angle \(\varphi\) with the incoming velocity \(v\), where \(\sin\varphi=b/d\). The force acts along this line. Equal masses exchange their velocity components along it, so the target leaves with speed \(v\cos\varphi\) and energy

\[
T=E\cos^2\varphi=E\left(1-\frac{b^2}{d^2}\right).
\]

Impact points are uniform over the disk of radius \(d\). The probability of an impact parameter below \(b\) is \(b^2/d^2\), so \(b^2/d^2\) is uniform on \((0,1)\), and \(T\) is uniform on \((0,E)\).

## The controlled derivation

After the first collision the recoil has energy \(T\) and the projectile \(E-T\). The recoil counts once if \(T>E_c\), and both atoms may produce further recoils. Averaging over \(T\) gives

\[
R(E)=\frac1E\int_0^E\left[\theta(T-E_c)+R(T)+R(E-T)\right]dT ,
\]

where \(\theta\) is the unit step. The last two terms have equal integrals, and \(R=0\) below cutoff. Hence

\[
E\,R(E)=E-E_c+2\int_{E_c}^{E}R(\varepsilon)\,d\varepsilon .
\]

Differentiation gives \(R+ER'=1+2R\), or \(ER'=R+1\). Therefore

\[
\frac{d}{dE}\left(\frac{R+1}{E}\right)=\frac{ER'-R-1}{E^2}=0 .
\]

At \(E=E_c\) the integral equation gives \(R=0\), which fixes the constant:

\[
R+1=\frac{E}{E_c},\qquad R=x-1 .
\]

For collisions the source is one per collision, so \(EK=E+2\int_{E_c}^{E}K\,d\varepsilon\). This gives the same differential equation, now with \(K=1\) just above cutoff. Thus \(K+1=2x\), as in the quick count.

The recoil spectrum is needed later. Let \(\delta(\varepsilon-E)+s(\varepsilon)\) be the mean number of collisions per unit projectile energy; the delta function is the primary's first collision. A collision at \(\varepsilon'\) supplies two products, each with density \(1/\varepsilon'\), so

\[
s(\varepsilon)=\frac2E+2\int_\varepsilon^E\frac{s(\varepsilon')}{\varepsilon'}\,d\varepsilon' .
\]

Differentiation gives \(s'=-2s/\varepsilon\). With \(s(E)=2/E\), the solution is \(s=2E/\varepsilon^2\). The density of recoils created at \(T>E_c\) is then

\[
\frac1E+\int_T^E\frac{2E}{\varepsilon^3}\,d\varepsilon
=\frac1E+E\left(\frac1{T^2}-\frac1{E^2}\right)=\frac{E}{T^2}.
\]

Its integral from \(E_c\) to \(E\) is again \(x-1\). Most followed recoils start at low energy.

## Scatter and Monte Carlo work

The law gives a mean. To find the variance \(V(x)\), measure energies in units of \(E_c\) and let the first transfer be \(t\). The two branches are independent once \(t\) is known, so their variances add. The variance of the conditional mean is written \(g(x)/x\):

\[
xV(x)=2\int_1^x V(s)\,ds+g(x).
\]

A recoil with \(t>1\) contributes \(1+(t-1)=t\) on average; one with \(t<1\) contributes nothing. The projectile contributes \(x-t-1\) if \(x-t>1\), and otherwise nothing.

For \(x\ge2\), the deviation of this conditional mean from \(x-1\) is \(-t\) when \(t<1\), zero when \(1<t<x-1\), and \(t-x+1\) when \(t>x-1\). The two outer ranges each contribute \(1/3\), so \(g=2/3\).

For \(1\le x\le2\), the deviation is \(-t\) for \(t<x-1\), \(-(x-1)\) for \(x-1<t<1\), and \(t-x+1\) for \(t>1\). Squaring and integrating,

\[
g=\frac{(x-1)^3}{3}+(2-x)(x-1)^2+\frac{1-(2-x)^3}{3}
=-\frac{x^3}{3}+x^2-\frac23 .
\]

Let \(I=\int_1^xV\,ds\). Then \(xI'-2I=g\), which is \((I/x^2)'=g/x^3\). Consequently

\[
V=\frac{2I+g}{x}=2x\int_1^x\frac{g(s)}{s^3}\,ds+\frac gx .
\]

For \(1\le x\le2\) the integral is

\[
-\frac{x-1}{3}+\ln x-\frac13\left(1-\frac1{x^2}\right),
\]

and collecting terms gives \(V=2x\ln x-x^2+x\). Above \(x=2\), \(g\) is constant; differentiating the variance equation gives \(xV'=V\). Continuity at \(x=2\) yields

\[
V=(2\ln2-1)x\simeq0.386\,x,\qquad x\ge2 .
\]

For \(n\) independent histories, the relative standard error of the mean is \(\delta=\sqrt{V/n}/R\). The required number of histories and the expected number of collisions are

\[
n=\frac{V}{R^2\delta^2},\qquad
nK=\frac{(2\ln2-1)x(2x-1)}{(x-1)^2\delta^2}
\longrightarrow\frac{2(2\ln2-1)}{\delta^2}.
\]

At large \(x\), the work for this particular average becomes independent of \(E\) and \(E_c\): longer histories cost more but fluctuate relatively less.

## A 10 keV cadmium ion in cadmium

Take \(E=10\,000\) eV and a chosen numerical cutoff \(E_c=25\) eV. Then

\[
x=\frac{10\,000}{25}=400,\qquad R=399,\qquad K=799 .
\]

Using \(E/E_c\) for \(R\) errs by \(1/399\), or 0.25% of \(R\). The standard deviation per history is \(\sqrt{0.38629\times400}=12.4\) recoils, or 3.1% of the mean. A 1% standard error requires \(n=9.7\), hence 10 histories. This is statistical error only; more histories do not repair the physical model.

Event-by-event simulation gives a mean of 399.4 and a variance of 154, against 399 and 155; the sampling errors are about 0.2 in the mean and 2% in the variance. At \(x=20\) the simulated mean is 19.01, and at \(x=1.5\) it is 0.499, against 19 and 0.5. Near cutoff the subtraction of one cannot be dropped.

## Energy losses

Suppose each followed recoil first pays a binding energy \(U\), and is followed only if \(T-U>E_c\). To first order, the spectrum \(E/T^2\) puts \(xU/E_c\) recoils in the narrow interval above \(E_c\) that is now lost. The other recoils, \(x-1\) to this order, start with \(U\) less energy. Since \(R\) has slope \(1/E_c\), each produces \(U/E_c\) fewer descendants. Altogether

\[
\Delta R\simeq-(2x-1)\frac{U}{E_c}.
\]

For a rough \(U=1\) eV this is \(-799/25\simeq-32\).

Electrons also slow the atoms between collisions. Let a flight begun at energy \(\varepsilon\) cost \(\kappa\sqrt\varepsilon\), proportional to speed. Weighting by the collision density gives the first-order total

\[
\kappa\left[\sqrt E+\int_{E_c}^{E}\frac{2E}{\varepsilon^{3/2}}\,d\varepsilon\right]
=\kappa\left(\frac{4E}{\sqrt{E_c}}-3\sqrt E\right),
\]

and \(R\) falls by this total divided by \(E_c\).

To size \(\kappa\), I use the Lindhard–Scharff stopping model, taken here as an outside input. For equal atoms of atomic number \(Z\), its stopping cross section is

\[
S_e=8\pi E_h a_0^2\,\frac{Z^{1/6}Z^2}{(2Z^{2/3})^{3/2}}\,\frac{v}{v_0},
\]

where \(E_h\) is the Hartree energy, \(a_0\) the Bohr radius and \(v_0\) the Bohr speed. A rough density of 8.6 g/cm³ gives \(N=46.1\) atoms/nm³. With flight length \(N^{-1/3}=0.279\) nm, the first-flight loss \(N^{2/3}S_e\) is 47.7 eV. Thus \(\kappa=47.7/\sqrt{10\,000}=0.477\ \mathrm{eV}^{1/2}\), and the first-order total is \(0.477(8000-300)\simeq3670\) eV. This predicts a reduction of about 147 recoils, too large a fraction for first order to be accurate. Two limits apply to this input. First, flights begun below 100 eV supply \(4E(1/5-1/10)=4000\) of the 7700 in the bracket, or 52%, and at such energies the Lindhard–Scharff law is an extrapolation. Second, one hard collision per 0.279 nm means \(d=0.157\) nm at every energy. That is close to the head-on approach distance of two cadmium atoms near 100 eV in a standard screened potential, but at 10 keV that distance is only about 0.04 nm. Fast atoms therefore travel much farther per unit of collisional loss than the model allows, and their electronic share is understated.

For finite losses, put \(\varepsilon'=\varepsilon-\kappa\sqrt\varepsilon\). The balance for \(\varepsilon'>E_c\) becomes

\[
\varepsilon'R(\varepsilon)=\int_{E_c}^{\varepsilon'}R\,dy
+\int_{E_c}^{\varepsilon'-U}R\,dy+\max(\varepsilon'-E_c-U,0),
\]

with the second integral omitted when its upper limit is below \(E_c\). Its numerical solution gives 370 recoils with binding alone, 287 with drag alone and 270 with both. Direct simulation with both losses also gives 270. These digits belong to the model: if drag acts only on flights begun above 100 eV, the drag-alone count rises from 287 to about 337.

## Softer forces

Real atoms repel through a screened potential, which favours small transfers. A power-law model is

\[
d\sigma\propto\varepsilon^{-m}T^{-1-m}\,dT,\qquad m<1,
\]

where only the relative probabilities of different \(T\) at fixed \(\varepsilon\) matter for the count. At \(m=-1\) these are uniform, as for hard spheres, although the total cross section then varies with energy and is not the hard-sphere one. Far below \(E\), let the rate of transfers be \(D\varepsilon^qT^{-1-m}\,d\varepsilon\,dT\). The energy delivered below any level \(W\) must equal \(E\). It scales as \(W^{q+2-m}\), so \(q=m-2\). The recoil density is

\[
D\,T^{-1-m}\int_T^\infty\varepsilon^{m-2}d\varepsilon
=\frac{D}{(1-m)T^2}\equiv\frac{\Gamma E}{T^2}.
\]

Setting \(W=1\), recoils deliver \(D/(1-m)^2\) below it. Projectiles left with energy \(s<1\) deliver

\[
D\int_0^1 s\,ds\int_1^\infty\varepsilon^{m-2}(\varepsilon-s)^{-1-m}d\varepsilon=DJ .
\]

The substitutions \(v=1/\varepsilon\) and then \(w=sv\) give

\[
J=\int_0^1w(1-w)^{-1-m}(-\ln w)\,dw .
\]

Equating the sum to \(E\),

\[
\frac1\Gamma=\frac1{1-m}+(1-m)J,\qquad R\simeq\Gamma x\quad(x\gg1).
\]

For \(m=-1\), \(J=1/4\) and \(\Gamma=1\). For \(m=0\), expanding \(1/(1-w)\) gives \(J=\sum_{k\ge2}k^{-2}=\pi^2/6-1\), hence \(\Gamma=6/\pi^2=0.608\). Simulation between \(x=50\) and \(150\), omitting transfers below \(0.005E_c\), gives a slope of 0.61. For \(m=1/4\), quadrature gives \(\Gamma=0.49\).

## What the estimate means for the real metal

Multiplying the loss-corrected count by the force factor gives \(0.608\times270\simeq160\) recoils for \(m=0\), and about 130 for \(m=1/4\). These are illustrations, not bounds: a real potential has no single exponent, and losses and scattering do not strictly factorize. With these two exponents 399 is too high by a factor of about 2.4 to 3, but nothing here fixes the exponent for cadmium. Near the cutoff, where \(\Gamma\) is decided, the approach distance is comparable to half the neighbour spacing, so the small-transfer tail of the power law is cut short and the scattering can be harder than \(m=0\). At \(m=-1/2\), for example, \(\Gamma=0.81\): the product is about 220, the factor about 1.8, and drag (\(287/399=0.72\)) outweighs softer scattering. Within these assumptions 399 is too high by a factor of roughly 2 to 3; which correction is largest in the real metal is not settled here.

The target's thermal energy at 300 K, 0.026 eV, is only 0.001 of the cutoff. Crowding is less negligible. An assumed cascade radius of 4 nm encloses about 12,000 atoms, of which 400 followed atoms would be about 3%. This share depends strongly on the assumed radius, as its inverse cube: at 2.5 nm it would be about 13%. The neglect of meetings between moving atoms is therefore not justified by this estimate, and a dense core makes it worse. Spread over the 4 nm sphere, the full 10 keV would be about 0.8 eV per atom; even after electronic losses this is far above the thermal energy, so collective motion can follow the collisions counted here. The count is therefore not a number of stable defects, and it contains no recombination or annealing. Crystal channels and surfaces are also left out. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Primary energy: 10000 eV
Cutoff energy: 25 eV
Energy ratio x: 400
Ideal mean followed recoils: 399
Integral-equation mean recoils: 399
Ideal mean collisions: 799
Ideal products below cutoff: 800
Ideal mean product energy below cutoff: 12.5 eV
Simulated mean recoils at x=1.5: 0.49867
Simulated variance at x=1.5: 0.46234
Formula variance at x=1.5: 0.4664
Simulated mean recoils at x=20: 19.012
Simulated variance at x=20: 7.7365
Formula variance at x=20: 7.7259
Simulated mean recoils at x=400: 399.35
Simulated variance at x=400: 154.19
Formula variance at x=400: 154.52
Simulated collisions at x=400: 799.07
Simulated mean low product energy: 12.499 eV
Variance coefficient 2 ln 2 - 1: 0.38629
Standard deviation per history: 12.43 recoils
Relative spread per history: 3.12 %
Target relative standard error: 1 %
Histories for target error, before rounding: 9.706
Histories for target error, rounded up: 10
Collisions for target error, before rounding: 7755
Large-x collision work for target error: 7726
Cadmium atomic number: 48
Cadmium atomic mass: 112.4 u
Rough cadmium density: 8.6 g/cm3
Number density: 46.1 nm^-3
Flight length: 0.279 nm
Primary speed / Bohr speed: 0.0599
Electronic loss in first flight: 47.7 eV
Drag coefficient kappa: 0.477 eV^(1/2)
First-order total electronic loss: 3.67e+03 eV
Rough binding energy: 1 eV
First-order binding reduction: 32 recoils
Mean recoils with binding: 369.7
Mean recoils with electronic drag: 286.9
Mean recoils with both losses: 270.1
Simulated mean with both losses: 270.1
Both-loss factor relative to ideal: 0.677
Soft-force factor at m=0: 0.6079
Simulated soft-force slope at m=0: 0.6105
Soft-force factor at m=0.25: 0.4915
Rough combined recoils at m=0: 1.6e+02
Rough combined recoils at m=0.25: 1.3e+02
Rough cascade radius: 4 nm
Atoms in cascade sphere: 1.2e+04
Energy per atom in sphere: 0.81 eV
Ideal followed atoms / atoms in sphere: 3.2 %
Thermal energy kT at 300 K: 0.0259 eV
Thermal energy / cutoff: 0.001
```
